# Why ion depletion makes close neighbours rare in progressive electrodeposition: a numerical check

```python
# Result under test: in progressive electrodeposition the depletion around each
# growing hemisphere lowers the nucleation rate nearby, so the pair correlation
# g(r) = (2/t^2) * integral of (t-age)*h(r,age) d(age) is below the Poisson value 1.
# h: local nucleation rate / rate far away;  u: local / bulk ion concentration
# s = r/(2 sqrt(D age));  lam: value of s at the surface of the nucleus
# S0: supersaturation in kT;  n_crit: atoms in the critical nucleus
# Internal units: cm, s, mol, V, A.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

UM = 1e-4
T = 298.15
charge = 2
eta = 0.100
molar_volume = 18.0
c_bulk = 1.0e-5
D = 1.0e-5
n_crit = 8.0
J0 = 1000.0
t_end = 5.0
faraday = const.N_A * const.e
thermal_volt = const.R * T / faraday
S0 = charge * eta / thermal_volt
u_eq = np.exp(-S0)
barrier = n_crit * S0 / 2


def F(s):
    return np.exp(-s**2) / s - np.sqrt(np.pi) * erfc(s)


phi = molar_volume * c_bulk * (1 - u_eq)
lam = brentq(lambda y: 2 * y**3 * np.exp(y**2) * F(y) - phi, 1e-5, 0.5)
F_lam = F(lam)
R_end = 2 * lam * np.sqrt(D * t_end)


def depletion(s):
    return (1 - u_eq) * F(s) / F_lam


def rel_rate(u):
    u = np.maximum(u, u_eq)
    S = np.maximum(S0 + np.log(u), 1e-3)
    return u * np.exp(-barrier * ((S0 / S)**2 - 1))


def scaled(r, age):
    return r / (2 * np.sqrt(D * age))


def rate_full(r, age):
    return rel_rate(1 - depletion(scaled(r, age)))


def rate_arrival(r, age):
    s = scaled(r, age)
    return np.where(s > lam, 1 - depletion(s), 0.0)


def rate_cover(r, age):
    return np.where(scaled(r, age) > lam, 1.0, 0.0)


def pair_corr(r, duration, rate):
    v = (np.arange(2000) + 0.5) / 2000      # age = duration * v^2
    r = np.atleast_1d(r)[:, None]
    return np.mean(4 * v * (1 - v**2) * rate(r, duration * v**2), axis=1)


def band_mean(r1, r2, duration, rate):
    w = (np.arange(200) + 0.5) / 200        # equal areas of the ring
    r = np.sqrt(r1**2 + w * (r2**2 - r1**2))
    return pair_corr(r, duration, rate).mean()


# --- Diffusion: moving boundary, seed placed in a uniform solution ---
q = np.linspace(0, np.log(6 / lam), 700)   # q = ln(r/R)
x = np.exp(q)
dq = q[1] - q[0]
u_fd = np.ones_like(q)
u_fd[0] = u_eq
log_R, step = 0.0, 1e-3                   # step of D dt / R^2
while log_R < 5.0:
    grad = (-3 * u_fd[0] + 4 * u_fd[1] - u_fd[2]) / (2 * dq)
    growth = molar_volume * c_bulk * grad    # R (dR/dt) / D
    step = min(step * 1.03, 0.01 / growth)
    A = 1 / (dq * x[1:-1])**2
    B = (1 / x[1:-1]**2 + growth) / (2 * dq)
    bands = np.zeros((3, len(q)))
    bands[1] = 1.0
    bands[0, 2:] = -step * (A + B)
    bands[1, 1:-1] = 1 + 2 * step * A
    bands[2, :-2] = -step * (A - B)
    u_fd = solve_banded((1, 1), bands, u_fd)
    log_R += growth * step
grad = (-3 * u_fd[0] + 4 * u_fd[1] - u_fd[2]) / (2 * dq)
growth_fd = molar_volume * c_bulk * grad
profile_error = np.max(np.abs(u_fd - (1 - depletion(lam * x))))
assert abs(growth_fd / (2 * lam**2) - 1) < 3e-3
assert profile_error < 2e-3

# --- Rate law: maximise the cluster free energy directly ---
surface_term = 1.5 * S0 * n_crit**(1 / 3)


def top_of_barrier(u):
    S = S0 + np.log(u)
    res = minimize_scalar(lambda n: n * S - surface_term * n**(2 / 3),
                          bounds=(0.1, 60), method="bounded",
                          options={"xatol": 1e-8})
    return -res.fun


for u_test in (0.95, 0.8, 0.5):
    direct = u_test * np.exp(top_of_barrier(1.0) - top_of_barrier(u_test))
    assert abs(direct / rel_rate(u_test) - 1) < 1e-5
eps = 1e-3
slope = ((np.log(1 + eps) - top_of_barrier(1 + eps))
         - (np.log(1 - eps) - top_of_barrier(1 - eps))) / (2 * eps)
assert abs(slope - (n_crit + 1)) < 1e-2

# --- Excluded area, loss of nuclei, and small-distance law ---
alpha = np.pi * lam**2 + 2 * np.pi * quad(
    lambda s: (1 - rel_rate(1 - depletion(s))) * s, lam, 7,
    points=[0.05, 0.2, 1.0], limit=300)[0]
loss = 2 * alpha * D * J0 * t_end**2 / 3
kappa = quad(lambda s: rel_rate(1 - depletion(s)) / s**3, lam, 7,
             points=[0.05, 0.2, 1.0], limit=300)[0] + 1 / (2 * 7**2)
r_c = np.sqrt(D * t_end / kappa)
g_1um = pair_corr(1 * UM, t_end, rate_full)[0]
assert abs(g_1um / (1 * UM / r_c)**2 - 1) < 0.02


# --- Random nucleation with superposed depletion fields ---
def simulate(rate, duration, boxes, seed):
    rng = np.random.default_rng(seed)
    side = np.sqrt(60 / (rate * duration))
    cols = 125
    birth = np.cumsum(rng.exponential(1 / (rate * side**2),
                                      (boxes, cols)), axis=1)
    assert birth[:, -1].min() > duration
    px, py = rng.uniform(0, side, (2, boxes, cols))
    alive = np.zeros((boxes, cols), bool)
    nearest = np.full((boxes, cols), np.inf)
    pairs, trials = [], 0
    for k in range(cols):
        in_time = birth[:, k] < duration
        if not in_time.any():
            break
        trials += in_time.sum()
        if k == 0:
            alive[:, 0] = in_time
            continue
        dx = np.abs(px[:, :k] - px[:, k:k + 1])
        dy = np.abs(py[:, :k] - py[:, k:k + 1])
        dist = np.hypot(np.minimum(dx, side - dx), np.minimum(dy, side - dy))
        s = scaled(dist, birth[:, k:k + 1] - birth[:, :k])
        drop = np.where(alive[:, :k], depletion(s), 0.0).sum(axis=1)
        born = in_time & (rng.random(boxes) < rel_rate(1 - drop))
        alive[:, k] = born
        d = np.where(born[:, None] & alive[:, :k], dist, np.inf)
        nearest[:, :k] = np.minimum(nearest[:, :k], d)
        nearest[:, k] = d.min(axis=1)
        pairs.append(d[d < 80 * UM])
    area = boxes * side**2
    count = alive.sum()
    return (np.concatenate(pairs), nearest[alive], count / area,
            area, count / trials)


def measured_band(pairs, density, area, r1, r2):
    n = np.count_nonzero((pairs >= r1) & (pairs < r2))
    poisson = area * density**2 * np.pi * (r2**2 - r1**2) / 2
    return n / poisson, n


pairs, nearest, N, area, kept = simulate(J0, t_end, 4000, 11)
assert abs((1 - kept) - loss) < 3 * loss**2 + 0.003
triplet = 2 * loss     # size of three-nucleus terms left out of g(r)
rows = []
for a, b in ((0, 10), (10, 20), (20, 40), (40, 80)):
    theory = band_mean(a * UM, b * UM, t_end, rate_full)
    sim, n = measured_band(pairs, N, area, a * UM, b * UM)
    assert abs(sim / theory - 1) < 4 / np.sqrt(n) + triplet
    rows.append((a, b, theory, sim, n))

near = 20 * UM
q_full = band_mean(0, near, t_end, rate_full)
q_arrival = band_mean(0, near, t_end, rate_arrival)
q_cover = band_mean(0, near, t_end, rate_cover)
q_sim, n_near = measured_band(pairs, N, area, 0, near)
assert q_full < q_arrival < q_cover < 1
p_poisson = 1 - np.exp(-np.pi * N * near**2)
p_theory = 1 - np.exp(-np.pi * N * near**2 * q_full)
p_sim = np.mean(nearest < near)
p_sigma = np.sqrt(2 * p_theory / len(nearest))
assert abs(p_sim - p_theory) < 4 * p_sigma + triplet * p_theory
assert p_sim < p_poisson - 4 * p_sigma
mean_poisson = 0.5 / np.sqrt(N)
mean_sim = nearest.mean()
assert mean_sim > 1.01 * mean_poisson

# --- Control: same nominal density, made in a burst 100 times shorter ---
t_burst = t_end / 100
pb, _, Nb, area_b, _ = simulate(100 * J0, t_burst, 1500, 12)
burst_sim, n_burst = measured_band(pb, Nb, area_b, 0, near)
burst_theory = band_mean(0, near, t_burst, rate_full)
assert abs(burst_sim / burst_theory - 1) < 4 / np.sqrt(n_burst) + 0.002
assert burst_sim > q_sim + 0.1

# --- Effects left out, sized with rough inputs ---
i0 = 0.05                 # exchange current density, A/cm2
conductivity = 0.1        # S/cm
surface_energy = 0.5      # J/m2
convection_layer = 200 * UM
i_forward = i0 * np.exp(0.5 * charge * eta / thermal_volt)
R_kin = charge * faraday * D * c_bulk / i_forward


def rate_mixed(r, age):
    R_diff = 2 * lam * np.sqrt(D * age)
    R_mix = np.sqrt(R_diff**2 + R_kin**2) - R_kin
    strength = R_mix**2 / ((R_mix + R_kin) * R_diff)
    u = 1 - strength * depletion(scaled(r, age))
    return np.where(r > R_mix, rel_rate(u), 0.0)


q_mixed = band_mean(0, near, t_end, rate_mixed)
ohmic = charge * faraday * D * c_bulk / conductivity
curvature = (2 * surface_energy * molar_volume * 1e-6
             / (R_end * 1e-2 * const.R * T))
r_half = brentq(lambda r: rate_full(r, t_end) - 0.5, R_end, 150 * UM)

print(f"temperature {T:.2f} K, overpotential {eta*1e3:.0f} mV, z = {charge}")
print(f"Pb(II) {c_bulk*1e6:.0f} mmol/L, D = {D:.1e} cm2/s (rough)")
print(f"molar volume of Pb {molar_volume:.0f} cm3/mol (rough)")
print(f"critical size {n_crit:.0f} atoms, J0 = {J0:.0f} /cm2/s")
print(f"nucleation time {t_end:.1f} s")
print(f"supersaturation S0 = {S0:.3f} kT, barrier {barrier:.1f} kT")
print(f"equilibrium ratio u_eq = {u_eq:.2e}")
print(f"V_m(c_b-c_eq) = {phi:.3e}, lambda = {lam:.5f}")
print(f"oldest nucleus radius {R_end/UM:.2f} um")
print(f"diffusion length 2sqrt(Dt) {2*np.sqrt(D*t_end)/UM:.1f} um")
print(f"finite-difference growth / formula {growth_fd/(2*lam**2):.5f}")
print(f"largest profile difference {profile_error:.1e}")
print(f"slope dlnJ/dlnc from free energy {slope:.3f}")
print("around the oldest nucleus: r um, u, loss mV, J/J0")
for r_um in (5, 10, 20, 40):
    u_r = 1 - depletion(scaled(r_um * UM, t_end))
    lost = -thermal_volt / charge * np.log(u_r) * 1e3
    print(f"  {r_um:3d}  {u_r:.4f}  {lost:.3f}  {rel_rate(u_r):.4f}")
print(f"rate is halved at r = {r_half/UM:.1f} um = {r_half/R_end:.1f} R")
print(f"alpha = {alpha:.4f}, kappa = {kappa:.2f}, r_c = {r_c/UM:.2f} um")
print(f"excluded area at 5 s {4*alpha*D*t_end/UM**2:.0f} um2")
print(f"g(1 um): integral {g_1um:.5f}, law {(UM/r_c)**2:.5f}")
g5 = pair_corr(5 * UM, t_end, rate_full)[0]
print(f"g(5 um): integral {g5:.4f}, law {(5*UM/r_c)**2:.4f}")
print(f"fraction of nuclei lost: formula {loss:.4f}, sim {1-kept:.4f}")
print(f"density reached {N:.0f} /cm2, nuclei simulated {len(nearest)}")
print("pair density / Poisson: band um, formula, sim, pairs")
for a, b, theory, sim, n in rows:
    print(f"  {a:2d}-{b:2d}  {theory:.4f}  {sim:.4f}  {n}")
print("pairs within 20 um / Poisson:")
print(f"  covered area alone {q_cover:.4f}")
print(f"  covered area and ion arrival {q_arrival:.4f}")
print(f"  with supersaturation {q_full:.4f}, sim {q_sim:.4f}")
print(f"  burst of {t_burst:.2f} s: {burst_theory:.4f}, sim {burst_sim:.4f}")
print("share of nuclei with nearest neighbour within 20 um:")
print(f"  Poisson {100*p_poisson:.2f} %")
print(f"  formula {100*p_theory:.2f} %, sim {100*p_sim:.2f} %")
print(f"mean nearest distance: Poisson {mean_poisson/UM:.1f} um")
print(f"  sim {mean_sim/UM:.1f} um, ratio {mean_sim/mean_poisson:.4f}")
print("effects left out (rough inputs):")
print(f"  i0 {i0:.2f} A/cm2, transfer coefficient 0.5")
print(f"  charge-transfer radius {R_kin/UM:.3f} um")
print(f"  pairs within 20 um / Poisson becomes {q_mixed:.4f}")
print(f"  ohmic drop {ohmic*1e3:.3f} mV at {conductivity:.1f} S/cm")
print(f"  RT/zF for comparison {thermal_volt/charge*1e3:.2f} mV")
print(f"  curvature shift of ln c_eq {curvature:.4f}")
print(f"    at {surface_energy:.1f} J/m2 and the final radius")
print(f"  sqrt(pi D t) {np.sqrt(np.pi*D*t_end)/UM:.0f} um")
print(f"  natural convection layer {convection_layer/UM:.0f} um")
print("tests ok")
```

Printed output:

```
temperature 298.15 K, overpotential 100 mV, z = 2
Pb(II) 10 mmol/L, D = 1.0e-05 cm2/s (rough)
molar volume of Pb 18 cm3/mol (rough)
critical size 8 atoms, J0 = 1000 /cm2/s
nucleation time 5.0 s
supersaturation S0 = 7.784 kT, barrier 31.1 kT
equilibrium ratio u_eq = 4.16e-04
V_m(c_b-c_eq) = 1.799e-04, lambda = 0.00957
oldest nucleus radius 1.35 um
diffusion length 2sqrt(Dt) 141.4 um
finite-difference growth / formula 0.99998
largest profile difference 2.4e-06
slope dlnJ/dlnc from free energy 9.000
around the oldest nucleus: r um, u, loss mV, J/J0
    5  0.7418  3.837  0.0589
   10  0.8790  1.657  0.3052
   20  0.9471  0.698  0.6103
   40  0.9801  0.258  0.8343
rate is halved at r = 15.4 um = 11.4 R
alpha = 0.2028, kappa = 106.82, r_c = 6.84 um
excluded area at 5 s 4056 um2
g(1 um): integral 0.02097, law 0.02136
g(5 um): integral 0.3288, law 0.5341
fraction of nuclei lost: formula 0.0338, sim 0.0325
density reached 4837 /cm2, nuclei simulated 232175
pair density / Poisson: band um, formula, sim, pairs
   0-10  0.4211  0.4223  745
  10-20  0.7418  0.7398  3915
  20-40  0.9003  0.9034  19124
  40-80  0.9751  0.9731  82400
pairs within 20 um / Poisson:
  covered area alone 0.9990
  covered area and ion arrival 0.9434
  with supersaturation 0.6616, sim 0.6604
  burst of 0.05 s: 0.9896, sim 0.9989
share of nuclei with nearest neighbour within 20 um:
  Poisson 5.90 %
  formula 3.94 %, sim 3.95 %
mean nearest distance: Poisson 71.9 um
  sim 73.7 um, ratio 1.0248
effects left out (rough inputs):
  i0 0.05 A/cm2, transfer coefficient 0.5
  charge-transfer radius 0.079 um
  pairs within 20 um / Poisson becomes 0.7111
  ohmic drop 0.193 mV at 0.1 S/cm
  RT/zF for comparison 12.85 mV
  curvature shift of ln c_eq 0.0054
    at 0.5 J/m2 and the final radius
  sqrt(pi D t) 125 um
  natural convection layer 200 um
tests ok
```
